Effective conductivity of a voxelised porous layer from Kirchhoff equations

Take a periodic cube of 12 × 12 × 12 voxels, give a random half of them conductivity 1 and the rest 0.5, and solve Kirchhoff's equations on the voxel network. The conductivity, averaged over the three axes, is 0.6987. The Hashin-Shtrikman (HS) bounds for an isotropic mixture of these two materials are 0.7143 and 0.7273. The result lies below the lower bound, although the equations have been solved correctly. Dividing each voxel into 2 × 2 × 2 smaller ones gives 0.7112, still too low; 4 × 4 × 4 gives 0.7175, which is allowed. The error belongs to the grid, and at weak contrast it can be calculated.

**The network**

Pores have conductivity s₁ and volume fraction φ₁; walls have s₂ < s₁ and φ₂ = 1 − φ₁. The cell is periodic and contains no reactions. Between the centre of a voxel of edge h and one of its faces lies a conductor of area h² and length h/2, with conductance s h²/(h/2) = 2sh. Two such halves in series join neighbours i and j:

1/(h g_ij) = 1/(2s_i h) + 1/(2s_j h), so g_ij = 2s_i s_j/(s_i + s_j).

If either voxel insulates, g_ij = 0.

Measure lengths in voxel edges. Impose a unit mean potential gradient along axis a, and let v be the periodic part of the potential. The gradient on the bond from i to its neighbour i+b, and the flux, are

e_b(i) = δ_ab + v(i+b) − v(i), J_b(i) = g_b(i) e_b(i).

Electric current is −J; the common sign does not affect the conductivity. Kirchhoff's current law at each voxel is

Σ_b [J_b(i) − J_b(i−b)] = 0. (1)

Sum (1) over one plane of voxels normal to a. Fluxes within the plane cancel in pairs, leaving the flux out of the plane minus the flux into it. Every plane therefore carries the same current, and the conductivity is s_a = ⟨J_a⟩, the average over voxels.

The dissipation gives the same number. Write ⟨·⟩ for the voxel average with the three bond directions summed. Then

⟨g e²⟩ = ⟨J_a⟩ + ⟨Σ_b J_b(i)[v(i+b) − v(i)]⟩.

Shifting the summation index turns the last term into −⟨v(i) Σ_b[J_b(i) − J_b(i−b)]⟩, which vanishes by (1). If v is wrong by w, the cross term vanishes for the same reason, and the computed dissipation is

s_a + ⟨g (δw)²⟩, with δw the bond differences of w.

An unconverged solution thus gives too large a conductivity, with an error quadratic in w.

**Solving the equations**

Equation (1) has the form Kv = b, with

(Kv)(i) = Σ_b {g_b(i−b)[v(i) − v(i−b)] − g_b(i)[v(i+b) − v(i)]},
b(i) = g_a(i) − g_a(i−a).

K is symmetric and non-negative, so conjugate gradients apply. As preconditioner M take K for a uniform lattice with g = 1. For a wave with phase advance θ_b per voxel along axis b, define

q_b = sin²(θ_b/2), Q = q₁ + q₂ + q₃.

M multiplies this wave by Σ_b(2 − 2cos θ_b) = 4Q, so Mz = r is solved by a Fourier transform, a division by 4Q and an inverse transform, with the constant wave set to zero. The algorithm is:

1. Start with v = 0, r = b, z = M⁻¹r, p = z.
2. Set α = (r·z)/(p·Kp); replace v by v + αp and r by r − αKp.
3. Compute z = M⁻¹r. Let β be the new r·z divided by the old one; replace p by z + βp.
4. Repeat from 2 until √(r·z) has fallen by the chosen factor, then evaluate ⟨g e²⟩.

K is singular, since the potential of each connected cluster, including isolated pores and single insulating voxels, is free up to a constant. A solution still exists: within a cluster every bond enters the sum of b once with each sign, so b sums to zero there.

**Bounds for the network itself**

Keep the face nodes and treat each half-bond separately, with gradient e equal to its potential difference divided by h/2. Its dissipation is 2sh(eh/2)² = h³se²/2. A voxel has two half-bonds per axis, so s_a is the minimum of ⟨s e²⟩, where ⟨·⟩ now averages the two halves and sums the axes. The admissible fields are e = E + e′, where E is the unit field along a and e′ is the gradient of a periodic potential.

For any number τ, the square [(s − s₂)e − τ]² ≥ 0 gives, in the pores,

s e² ≥ s₂e² + 2τe − τ²/(s − s₂).

Choose τ = t on the a-directed half-bonds of pores and τ = 0 elsewhere, where the inequality is evident. Let P project onto gradients of periodic potentials, let χ be 1 on the a-directed half-bonds of pores and 0 on all others, and define A_a = ⟨|Pχ|²⟩. Because e′ averages to zero,

s_a ≥ s₂ + 2φ₁t − φ₁t²/(s₁ − s₂) + min over e′ of [s₂⟨e′²⟩ + 2t⟨(Pχ)e′⟩].

The minimum is at e′ = −tPχ/s₂ and equals −t²A_a/s₂. The best t is φ₁/[φ₁/(s₁ − s₂) + A_a/s₂], hence

s_a ≥ s₂ + φ₁²/[φ₁/(s₁ − s₂) + A_a/s₂]. (2)

For the upper bound, start from [(s₁ − s)e − τ]² ≥ 0 and put τ = t on the a-directed half-bonds of walls. The wall indicator is a constant minus χ, so its projection has the same A_a. Minimising over e′ now gives

s_a ≤ s₁ − 2φ₂t + t²[φ₂/(s₁ − s₂) − A_a/s₁].

The bracket is positive: a projection cannot lengthen the fluctuation of χ, so A_a ≤ φ₁φ₂ < φ₂. Minimising over t,

s_a ≤ s₁ − φ₂²/[φ₂/(s₁ − s₂) − A_a/s₁]. (3)

These bounds hold for every axis of every periodic voxel network with both phases present. For s₂ → 0 and A_a > 0 the lower one tends to zero, since the pores might not connect.

**Where the grid enters**

Let p_k be the power of the pore indicator in wave k ≠ 0, so that Σp_k = φ₁ − φ₁² = φ₁φ₂. In a continuum, a gradient wave points along k, and the projection keeps the fraction k_a²/k² of a field along a:

A_a = Σ p_k k_a²/k², A₁ + A₂ + A₃ = φ₁φ₂.

Isotropy gives A_a = φ₁φ₂/3, and (2) and (3) become the HS bounds.

On the lattice, two half-bonds meet at a face, with indicator values χ_i and χ_j. Split them into a mean (χ_i + χ_j)/2 on both halves and a difference ±(χ_i − χ_j)/2. The potential of the face node alone can produce any difference pattern, so this part is entirely a gradient. Its power is p_k q_a. The mean has power p_k(1 − q_a) and must be projected onto differences of the voxel-centre potential. Those have components proportional to exp(iθ_b) − 1, of squared size 4q_b, so the fraction q_a/Q survives. Therefore

A_a = Σ p_k [q_a + (1 − q_a)q_a/Q]. (4)

Adding the axes gives

A₁ + A₂ + A₃ = φ₁φ₂ + X, X = Σ p_k [Q − (q₁² + q₂² + q₃²)/Q].

The bracket equals 2(q₁q₂ + q₁q₃ + q₂q₃)/Q, so X ≥ 0. It vanishes for waves along a grid axis: flat interfaces parallel to the voxel faces cause no error. Oblique interfaces, edges and corners do.

The right side of (3) is a decreasing and concave function of A_a. The average of s_a over the axes is therefore at most its value at the mean A, which is at least φ₁φ₂/3. Hence the axis average never exceeds the HS upper bound, on any grid. The right side of (2) also decreases with A but is convex. Its axis average is at least its value at the mean A, and when X > 0 that value lies below the HS lower bound. The protection is lost on that side.

Weak contrast shows that the lower bound can really be broken. With Δ = s₁ − s₂ and mean conductivity s̄, expand (2):

s₂ + φ₁Δ/[1 + A_aΔ/(φ₁s₂)] = s̄ − A_aΔ²/s̄ + O(Δ³).

Expanding (3) gives the same two terms, so s_a itself has this expansion. For uncorrelated voxels the expected p_k is the same for all k ≠ 0. Since Σq_b² ≤ Q, the factor 1 + Q − Σq_b²/Q, which multiplies p_k in the trace, is at least Q, whose average is about 3/2. The mean A is thus at least about φ₁φ₂/2, against φ₁φ₂/3 in the continuum. At small contrast such a network lies below the HS lower bound. In the opening case even this lower limit, A = 0.125, gives 0.75 − 0.125 × 0.25/0.75 = 0.708, already below 0.7143. Averaging the full factor over the 12³ waves gives A = 0.151 and 0.700, close to the solved 0.6987.

**A porous structure**

The example is a mesoporous silicon layer of porosity 0.60. White noise on a periodic grid is filtered by exp(−k²ℓ²/4), which gives a Gaussian random field with correlation exp(−r²/2ℓ²), where ℓ = 4 nm. The lowest 60 % of its values are pores. The mean chords, counted on a 2 nm grid, are 15.8 nm in pores and 10.5 nm in walls; the level-crossing formula for the continuum field gives 15.6 and 10.4 nm. Conductivities below are relative to the electrolyte, and the walls insulate unless stated otherwise.

One cell of edge L = 48 nm with h = 2 nm has A = 0.1049 along its first axis, while φ₁φ₂/3 = 0.0800. Bound (3) gives

1 − 0.16/(0.40 − 0.1049) = 0.458,

and the HS value is 1 − 0.16/(0.40 − 0.0800) = 0.500. The solved conductivity is 0.336. The currents through its 24 planes agree to a relative 2 × 10⁻¹¹. If the walls are given a tenth of the pore conductivity, the axis average is 0.472, between HS bounds of 0.345 and 0.561. Conservation and bounds are satisfied in both cases, yet neither reveals the grid error that refinement will show.

**Two limits**

*Cell size.* At fixed h = 2 nm, independent random cells give:

L = 24 nm, 48 cells: mean 0.348, scatter 0.049
L = 48 nm, 16 cells: mean 0.339, scatter 0.021
L = 96 nm, 6 cells: mean 0.343, scatter 0.003

The standard errors of the means are 0.007, 0.005 and 0.001, so no drift with L is resolved. If distant regions contribute independently, the scatter should fall as L^(−3/2), by a factor of 8 over this range. The observed factor is about 15. Six cells fix a scatter only to about 30 %, so this does not establish a faster law. Scaling the scatter of the smallest cells by 1/8 gives the standard error 0.0062/√6 = 0.0025 for the last mean, and this is the figure to rely on rather than 0.001.

*Voxel size.* A smooth interface gives p_k a tail proportional to 1/k⁴. The bracket in X grows as k²h² up to k ≈ 1/h and is of order one beyond. Summing over shells of volume k²dk, both ranges contribute in proportion to h. For one 24 nm cell, X is 0.0247, 0.0125 and 0.0063 at h = 1, 0.5 and 0.25 nm, which is first-order behaviour. This controls the error at weak contrast; for insulating walls a first-order law is an assumption.

Five 24 nm cells, resampled from the same fields, give mean conductivities 0.3252, 0.3507 and 0.3656 at h = 2, 1 and 0.5 nm. The increments are 0.0255 and 0.0149, a ratio of 1.7 rather than 2, so the first-order regime has not been fully reached. Two extrapolations are reasonable:

linear in h: 0.3656 + 0.0149 = 0.381,
constant ratio of increments: 0.3656 + 0.0149/(1.71 − 1) = 0.387.

Relative to h = 2 nm these are factors of 1.17 and 1.19. The factor can be carried to larger cells if it does not depend on L. From h = 2 to 1 nm the gain is 1.078 in the 24 nm cells and 1.076 in three 48 nm cells, which supports the transfer. The bulk estimate is

0.343 × 1.17 = 0.40,

while the constant-ratio form gives 0.41 and the unextrapolated h = 0.5 nm factor gives 0.385. A grid uncertainty of about 0.02 is fair. It is several times the standard error of the large-cell mean, so finer voxels would help more than further large cells.

**The etched layer**

Take a thickness of 10 µm, a current density of 20 mA/cm² and an HF-ethanol-water electrolyte of 50 mS/cm, all rough typical values. Then

conductivity = 50 × 0.40 = 20 mS/cm,
area resistance = 10⁻³ cm/(0.020 S/cm) = 0.050 Ω cm²,
ohmic drop = 20 mA/cm² × 0.050 Ω cm² = 1.0 mV.

This is small beside the thermal voltage of 25.7 mV at 298 K. It excludes the voltages across the reacting interface and in the bulk electrolyte.

Heavily doped p-type silicon does form mesopores of roughly this width, but they tend to run along the current, which breaks the assumption of isotropy. Doubling the correlation length in that direction, at fixed porosity and h = 2 nm, multiplies the conductivity by 1.32. This gives about 0.45 without a grid correction and 0.53 with the isotropic factor, or a drop of 0.8 to 0.9 mV. The factor for elongated pores has not been calculated here and may be smaller. A value above the HS limit of 0.50 would be no contradiction, because that limit is for isotropic structures. Straight pores would give 0.60.

Insulating walls require depletion of holes. For a rough doping of 5 × 10¹⁸ cm⁻³ and a band bending of 0.3 V, the flat-junction width √(2εV/qN) is 8.8 nm, and less than 0.001 % of the wall volume in the six largest cells lies deeper than this. The bending falls to zero at that depth, so this is only a rough test of insulation. The assumed bending matters most. Undepleted silicon of this doping conducts roughly 50 S/cm, a thousand times the electrolyte, and the hole density falls as exp(−V/25.7 mV). At the wall surface, where depletion is strongest, this leaves about 0.4 mS/cm at 0.3 V but about 20 mS/cm at 0.2 V, although the width is then still 7.2 nm. Weaker bending, heavier doping or thicker walls could therefore open a path through the silicon, to the extent that reactions on the walls pass current between holes and ions.

Other neglected effects can be estimated from rough inputs. If a wall charge of 2 µC/cm² were balanced entirely by extra counterions of mobility 5 × 10⁻⁴ cm²/Vs, they would add about 5 % to the pore conductivity. For this mobility, and leaving out electro-osmosis, it is an upper estimate, because part of the charge is balanced by expelling ions of the same sign as the wall, which lowers the conductivity. The estimate scales with the mobility: if the wall is negative and the counterions are protons, about seven times more mobile in water, it rises to a few tens of per cent. A change of 5 K alters the electrolyte by about 10 %, at a rough 2 % per kelvin. If three HF molecules are consumed per elementary charge and diffuse at 10⁻⁵ cm²/s, with the same geometric factor 0.40, their concentration falls by 0.16 mol/L across the layer, or 1.6 % of 10 mol/L. Half a hydrogen molecule per charge, diffusing at 3 × 10⁻⁵ cm²/s with solubility 1 mmol/L per bar, builds up about 9 bar. A bubble as wide as the mean pore needs 4γ/w ≈ 76 bar at a surface tension γ of 30 mN/m. On this estimate such pores stay free of gas; wide defects or a much thicker layer may not, and blocked pores would raise the resistance.
